\section*{Evaluating and Inverting Cabrera–Mott Growth Time over Many Decades}

\section{A Newton step of $10^{16}$ nanometres}

A thin oxide that grows by field-driven ion entry slows so sharply that Newton's method, applied directly to the time, can overshoot enormously. Take a film $0.8$ nm thick whose present growth rate is $1.8\times10^{7}$ nm/s, and ask for its thickness after $10^9$ s. Newton's method applied to time as a function of thickness multiplies the present rate by the required time and proposes a step of
\[
(1.8\times10^{7}\ \mathrm{nm/s})(10^9\ \mathrm{s})=1.8\times10^{16}\ \mathrm{nm}.
\]
The model's answer is $4.5$ nm. Time is a convex function of thickness, so the later steps do come back, but slowly: 18 steps are needed here before the relative change falls below $10^{-9}$. Working with the logarithm of time, from the starting point derived below, takes four. Both changes help: direct Newton from that same starting point takes six steps, and the logarithmic form (applied to the function $F$ defined below) started from $0.8$ nm takes five. The logarithm can also be computed without underflow and without subtracting nearly equal numbers, as shown below.

The model is as follows. A metal ion of charge $q$ enters the oxide over a barrier $W$, whose top lies a distance $b$ from the starting site. A constant voltage $V$ across thickness $X$ gives the field $V/X$, which lowers the barrier by $qbV/X$. With attempt frequency $\nu$, and a thickness $d_0$ gained when every surface site has sent in one ion,
\begin{equation}
\frac{dX}{dt}=d_0\nu\,e^{-(W-qbV/X)/kT}=u\,e^{X_1/X},
\end{equation}
\[
u=d_0\nu e^{-W/kT},\qquad X_1=\frac{qbV}{kT}.
\]
This neglects back hops, space charge and limits on the supply of oxygen or electrons. It also needs a remaining barrier, $X>qbV/W$. Separating variables from the initial thickness $X_0$ gives
\begin{equation}
ut=F(X)-F(X_0),\qquad F(X)=\int_0^X e^{-X_1/x}\,dx .
\end{equation}
The lower limit zero is a convenient origin for $F$; it does not extend the rate law to bare metal.

Put $s=X_1/X$ and $x=X_1/y$, so that $dx=-X_1\,dy/y^2$:
\begin{equation}
\tau\equiv\frac{F}{X_1}=\int_s^\infty\frac{e^{-y}}{y^2}\,dy=\frac{e^{-s}G(s)}{s}.
\end{equation}
The last equality defines $G$. Setting $y=s(1+v)$ shows that
\begin{equation}
G(s)=\int_0^\infty\frac{e^{-sv}}{(1+v)^2}\,dv=e^sE_2(s),\qquad E_n(s)=\int_1^\infty\frac{e^{-sp}}{p^n}\,dp .
\end{equation}
This is the scaled exponential integral: the factor $e^{-s}$ has been taken out.

Integrating (3) by parts gives $\tau=e^{-s}/s-E_1(s)$, and hence
\begin{equation}
G=1-s e^sE_1(s).
\end{equation}
For large $s$, $G$ is close to $1/s$, so the two terms nearly cancel. A relative error $\delta$ in the second term becomes $\delta(1-G)/G\approx s\delta$ in $G$. In double precision, on 61 equally spaced values of $s$ from 10 to 50, the largest relative error of (5) is $1.2\times10^{-14}$, measured against 40-digit arithmetic. The recurrence derived below gives $1.6\times10^{-16}$. The loss is moderate, but it can be avoided. Underflow is a separate fault: at $s=800$ the unscaled $E_1$ is returned as zero, while $\ln\tau=-813.37$ is an ordinary number.

\section{One thickness by hand}

Take $q=3e$, $b=0.2$ nm, $V=1.6$ V, $W=1.5$ eV, $d_0=0.2$ nm, $\nu=10^{13}$ s$^{-1}$, $T=300$ K and $X_0=0.8$ nm. Then $kT=0.02585$ eV and
\[
X_1=\frac{3(0.2)(1.6)}{0.02585}=37.13\ \mathrm{nm},\qquad u=1.265\times10^{-13}\ \mathrm{nm/s}.
\]
For $t=10^9$ s the term $F(X_0)/u=9.1\times10^{-10}$ s is negligible, so
\[
\tau=\frac{1.265\times10^{-4}}{37.13}=3.407\times10^{-6},\qquad \lambda\equiv-\ln\tau=12.590 .
\]

\subsection*{A recurrence for $G$}

Substitute $w=v/(1+v)$ in (4). Then $dw=dv/(1+v)^2$ and $v=w/(1-w)$. Define
\begin{equation}
J_k=\int_0^1w^k\phi(w)\,dw,\qquad \phi=e^{-sw/(1-w)},\qquad G=J_0 .
\end{equation}
Since $\phi'=-s\phi/(1-w)^2$,
\begin{align}
\frac{d}{dw}\left[w^k(1-w)^2\phi\right]
=\phi\left[kw^{k-1}(1-w)^2-2w^k(1-w)-sw^k\right].
\end{align}
Integrate from 0 to 1. For $k=0$ the bracket on the left falls from 1 to 0, so $-1=-2(J_0-J_1)-sJ_0$, or
\begin{equation}
1=(s+2)J_0-2J_1 .
\end{equation}
For $k\ge1$ it vanishes at both ends, so
\[
0=k(J_{k-1}-2J_k+J_{k+1})-2(J_k-J_{k+1})-sJ_k,
\]
\begin{equation}
kJ_{k-1}=(s+2k+2)J_k-(k+2)J_{k+1}.
\end{equation}
With $r_k=J_k/J_{k-1}$, dividing (9) by $J_k$ and (8) by $J_0$ gives
\begin{equation}
r_k=\frac{k}{s+2k+2-(k+2)r_{k+1}},\qquad G=\frac1{s+2-2r_1}.
\end{equation}
Every $r_k$ lies between 0 and 1, because $0<w<1$ inside the integral.

Try $s=7.377$, a starting value explained in the next section. Stop at $r_3$ and give it its two extreme values. For $r_3=0$,
\[
r_2=\frac{2}{13.377}=0.1495,\quad r_1=\frac1{11.377-3r_2}=0.0915,\quad G=0.10877.
\]
For $r_3=1$ the same steps give $r_2=0.2133$, $r_1=0.0931$ and $G=0.10881$. The true value lies between them, so $G=0.1088$ to four decimals.

\subsection*{Two Newton steps}

Let $L(s)=\ln\tau=-s-\ln s+\ln G$. From (3), $d\tau/ds=-e^{-s}/s^2$. Dividing by $\tau=e^{-s}G/s$ gives
\begin{equation}
L'(s)=-\frac1{sG}.
\end{equation}
Newton's step for $L(s)=-\lambda$ is therefore
\begin{equation}
s_{\rm new}=s-\frac{f}{L'}=s(1+Gf),\qquad f=L(s)+\lambda .
\end{equation}
At $s=7.377$,
\[
f=-7.377-1.998-2.218+12.590=0.997,
\]
\[
s_{\rm new}=7.377\,[1+0.1088(0.997)]=8.177 .
\]
There $G=0.0999$ and $f=0.008$, and the next step gives $s=8.184$. Hence $X=37.13/8.184=4.54$ nm.

\section{The method in general}

\subsection*{Evaluating $G$ with a known error}

For $0\le r_{k+1}\le1$ the denominator in (10) is at least $s+k$, and $r_k$ increases with $r_{k+1}$. Starting the backward recurrence from 0 and from 1 at any depth therefore encloses $G$. If the two results differ too much, start deeper. For $s\ge1$ the depth used here is the integer part of $20+100/s$. At $s=1$, where this is deepest, the ratio of the two results rounds to one in double precision.

For $s<1$ use (5) with a series. Since
\[
\frac{d}{ds}(E_1+\ln s)=\frac{1-e^{-s}}s=-\sum_{k\ge1}\frac{(-1)^ks^{k-1}}{k!},
\]
integration gives
\begin{equation}
E_1(s)=-\gamma-\ln s-\sum_{k\ge1}\frac{(-s)^k}{k\,k!}.
\end{equation}
The constant is the limit of $E_1+\ln s$ as $s\to0$. Integration by parts turns it into $\int_0^\infty e^{-y}\ln y\,dy=-\gamma$, with $\gamma$ Euler's constant. The subtraction in (5) is now harmless: $G>1/3$, as shown next, so its error factor $(1-G)/G$ is below 2.

\subsection*{Bounds and convexity}

The function $\phi$ decreases with $w$, so
\[
\int_0^1(w-\tfrac12)\phi\,dw=\int_0^1(w-\tfrac12)[\phi(w)-\phi(\tfrac12)]\,dw<0 .
\]
Thus $0<r_1<1/2$, and (10) gives
\begin{equation}
\frac1{s+2}<G<\frac1{s+1}.
\end{equation}
Next, $E_2'=-E_1$ and (5) give $G'=G-e^sE_1=G-(1-G)/s$. Therefore
\begin{equation}
(sG)'=G+sG'=(s+2)G-1>0 .
\end{equation}
By (11), $L''=(sG)'/(sG)^2>0$: $L$ is decreasing and convex.

A convex curve lies above its tangents. A Newton step from the left of the root $s_*$ moves right, and at the new point $L\ge-\lambda$, so it does not pass $s_*$. The iterates rise to a limit, where (12) requires $f=0$. Convergence from the left is thus proved for every target. Near the root the new error is $|L''/2L'|$ times the square of the old one. The relative form of this coefficient is
\[
\frac{s}{2}\left|\frac{L''}{L'}\right|=\frac{(sG)'}{2G}=\frac12\left(s+2-\frac1G\right)<\frac12
\]
by (14). Close to the root, a relative error $\epsilon$ becomes less than about $\epsilon^2/2$.

\subsection*{A starting point and a bracket}

Inserting (14) in $\tau=e^{-s}G/s$ and taking logarithms gives, at the root,
\begin{equation}
s_*+\ln s_*+\ln(s_*+1)<\lambda<s_*+\ln s_*+\ln(s_*+2).
\end{equation}
For $\lambda\ge3$ take
\begin{equation}
s_a=\lambda-\ln\lambda-\ln(\lambda+2).
\end{equation}
It is positive at $\lambda=3$ and increases from there. Since $s_a<\lambda$, $s_a+\ln s_a+\ln(s_a+2)<\lambda$. Comparison with the right side of (16) shows $s_a<s_*$. This gave $12.590-2.533-2.680=7.377$ above.

For any $\lambda$ another lower bound is
\begin{equation}
s_b=\frac1{1+2.2\tau}.
\end{equation}
By definition $1/\tau=2.2s_b/(1-s_b)$. The function $(1-s)(s+2)e^s$ has derivative $(1-3s-s^2)e^s$; its maximum on $0<s<1$, at $s=0.303$, is 2.17. Hence $s_b(s_b+2)e^{s_b}<1/\tau$. The right side of (16) says $1/\tau<s_*(s_*+2)e^{s_*}$, so $s_b<s_*$. Start from the larger available lower bound.

For an upper bound, $E_2<1$ gives $\tau=E_2/s_*<1/s_*$, so $s_*<1/\tau$. When $\lambda\ge1$, $s_*<\lambda$ also holds: it is immediate if $s_*<1$, and if $s_*\ge1$ the left side of (16) exceeds $s_*$.

The complete inversion is:
\begin{enumerate}
\item Form the target $\ln\tau$ and the bracket.
\item Evaluate $G$ and $f$. Raise the lower end to $s$ if $f>0$; otherwise lower the upper end to $s$.
\item Take step (12), or the midpoint of the bracket if the step leaves it.
\item Stop when the relative change is below $10^{-9}$.
\end{enumerate}
On 181 targets with $\ln\tau$ from $-2000$ to 20 this takes at most six steps. From the proven start, bisection guards only against rounding. It matters when the start is a guess, such as the root for another time. For $\tau=10^4$ and a start at $s=1$, plain Newton proposes $s=-3.49$, where the logarithm fails. The safeguarded iteration uses one bisection and reaches $s=9.990\times10^{-5}$ in six steps.

\subsection*{Initial films and short intervals}

With $A=\ln[F(X_0)/X_1]$ and $B=\ln(ut/X_1)$, the target including the initial film is
\begin{equation}
\ln\tau=\max(A,B)+\ln\left(1+e^{-|A-B|}\right).
\end{equation}
No small exponential need be formed alone.

The time between two close thicknesses brings back a subtraction, $F(X_0+D)-F(X_0)$. For $X_0=0.8$ nm and $D=10^{-9}X_0$ its relative error in double precision is of order $10^{-7}$ ($5\times10^{-8}$ with the routines above). Rounding $X_0+D$ to a double already causes an error of this size, whereas rounding only the two values of $F$ would give about $2\times10^{-9}$. So $D$ should be kept as a separate number. With $s_0=X_1/X_0$, use $X_1/X_0-X_1/(X_0+z)=s_0z/(X_0+z)$:
\begin{equation}
ut=e^{-s_0}\int_0^D\exp\left(\frac{s_0z}{X_0+z}\right)dz .
\end{equation}
The integrand is positive and smooth, and twelve-point Gauss--Legendre quadrature serves when $D<X_0$ and the largest exponent is below one. Otherwise subtraction is safe. If $D\ge X_0$, the increasing integrand of $F$ makes $F(X_0+D)>2F(X_0)$. If the exponent reaches one, $s$ has dropped by at least one; as $|L'|=1/(sG)>1$, $F$ has grown by more than a factor $e$.

\section{Fifteen decades of growth}

The parameters of the hand calculation give:

\begin{center}
\begin{tabular}{ccccc}
$t$ (s) & $X$ (nm) & $s$ & $V/X$ (MV/cm) & $X_{\cos}$ (nm)\\ \hline
$10^{-6}$ & 0.94 & 39.7 & 17.1 & 0.81\\
$10^{-3}$ & 1.12 & 33.2 & 14.3 & 0.97\\
$1$ & 1.39 & 26.7 & 11.5 & 1.25\\
$10^{3}$ & 1.83 & 20.3 & 8.7 & 1.69\\
$10^{6}$ & 2.64 & 14.1 & 6.1 & 2.50\\
$10^{9}$ & 4.54 & 8.2 & 3.5 & 4.40
\end{tabular}
\end{center}

The last column belongs to a different barrier, treated below. Over fifteen decades the thickness grows less than fivefold. Since $\ln X=\ln X_1-\ln s$, (11) gives
\begin{equation}
\frac{d\ln F}{d\ln X}=-sL'=\frac1G .
\end{equation}
At $10^6$ s, $G=0.063$. To first order, a 1\% change in thickness thus means 16\% in time, while doubling the time adds $0.063\ln2=4\%$ to the thickness. Inversion is the well-conditioned direction.

For large $s$, $G\approx1/s$ gives $\lambda\approx s+2\ln s$. Treating the slowly varying $2\ln s$ as constant yields the inverse-logarithmic law, with $1/X$ linear in $\ln t$ and slope $-1/X_1$. The slope in the full model, once $F(X_0)$ is negligible, is $-sG/X_1$. Reading $X_1$ from a local slope therefore overestimates it by the factor $1/(sG)$, which is 1.05 at $10^{-6}$ s and 1.22 at $10^9$ s.

In the opposite limit $s\to0$, $G\to1$ and $F/X\to1$ (the difference $X-F$ still grows, like $X_1\ln(1/s)$): the rate tends to $u$ and growth becomes linear. The algorithm covers this limit, but the physics does not. A back hop over a symmetric barrier sees it raised by $qbV/X$, so its rate relative to a forward hop is $e^{-2s}$. This is $8\times10^{-8}$ at $10^9$ s, but tends to one as $s\to0$.

\section{What the model leaves out}

\paragraph{Barrier shape.} Linear lowering assumes that the site and the barrier top do not move. For a cosine barrier with $g=qbV/X$, the energy is
\[
U(x)=\frac W2\left[1-\cos\frac{\pi x}{b}\right]-\frac{gx}{b}.
\]
Its extrema satisfy $\sin(\pi x/b)=h=2g/(\pi W)$, at $x=(b/\pi)\arcsin h$ and at $b$ minus that distance. The energy difference is
\begin{equation}
W\sqrt{1-h^2}+Wh\arcsin h-g\approx W-g+\tfrac12Wh^2 .
\end{equation}
The barrier is higher than $W-g$, most of all in thin films. Trapezoidal integration of $dt/dX$ with the full expression, on 40\,001 thicknesses from 0.8 to 8 nm, gives $X_{\cos}$. All else fixed, the film is thinner by 0.13 to 0.15 nm at the listed times: 14\% at $10^{-6}$ s and 3\% at $10^9$ s.

\paragraph{Space charge.} Let mobile ions carry charge $\sigma$ per area, spread uniformly through the oxide. The field then rises linearly from its value $E_0$ at the metal, and its mean is $V/X=E_0+\sigma/(2\varepsilon)$. Entry slows by a factor $e$ when $qb\sigma/(2\varepsilon)=kT$. With relative permittivity 9 this is $\sigma=0.043\,e/\mathrm{nm}^2$, or one triply charged ion per 70 nm$^2$. The model does not supply the ion density, so it cannot exclude this effect. A lasting slowdown by $e$ would lower the thickness at $10^6$ s by about $G=6\%$.

\paragraph{Oxygen and electrons.} For O$_2$ at 160 Torr, the kinetic-theory flux $P/\sqrt{2\pi m_{\rm O_2}kT}$ and an oxide of composition Al$_2$O$_3$ and density 3.1 g/cm$^3$ imply that growth at $10^{-6}$ s needs one impinging molecule in about 900 to react. Later the need is far smaller. At the initial thickness of 0.8 nm, however, almost nine in ten would have to react, so oxygen supply may limit early growth. How long depends on the reaction probability, which the model does not supply: about a nanosecond for one half, $0.4\ \mu$s for $10^{-2}$ and $6\ \mu$s for $10^{-3}$, which would include the first row of the table.

Electrons must tunnel from the metal to the oxygen. For a mean barrier $\Phi$ and one effective mass $m$, the transmission is about $e^{-2\kappa X}$ with $\kappa=\sqrt{2m\Phi}/\hbar$. At normal energy $\eta$ below the Fermi level it falls by $e^{-\eta/\eta_0}$, $\eta_0=\Phi/(\kappa X)$. The metal supplies $m\eta/(2\pi^2\hbar^3)$ electrons per area, time and normal energy. Integration over $\eta$ gives the one-way flux
\begin{equation}
\frac{m\eta_0^2}{2\pi^2\hbar^3}e^{-2\kappa X}=\frac{\Phi}{4\pi^2\hbar X^2}e^{-2\kappa X}.
\end{equation}
Growth consumes two electrons per oxygen atom. With $m=0.4$ electron masses, this estimate, which neglects thermal excitation, puts supply over need at $10^9$ s at 65 for $\Phi=2$ eV but 0.009 for $\Phi=3$ eV. In the second case electrons, not ions, limit growth before that time, and 4.5 nm is too thick. At $10^6$ s the ratio exceeds $10^5$ for both barriers.

\paragraph{Beside a real film.} The parameters are rough choices in the regime of native oxide on aluminium in dry air, which is a few nanometres thick at room temperature. They are not fitted, and the result is sensitive to them. The fields above 10 MV/cm in the first rows of the table also exceed what thicker alumina films usually withstand; the model contains no electrical breakdown. At $10^6$ s, changing one input at a time from the base value of 2.64 nm, $W+0.05$ eV gives 2.35 nm and $V+0.1$ V gives 2.79 nm. Raising $T$ to 400 K gives 11.5 nm, which should not be believed: $\kappa\approx4.6$ nm$^{-1}$ for $\Phi=2$ eV, so each added nanometre cuts tunnelling by about $e^{-9}$. For a flat 2 eV barrier, thermal emission over the top then exceeds tunnelling, but it supplies only about $10^{-10}$ of the need. If the barrier is tilted by the 1.6 V about the same mean, thermally assisted tunnelling dominates instead and the supply is smaller still. Either way the assumed voltage could not be maintained. Real films may also crystallize, take up water or grow unevenly, none of which is in equation (1). The numerical inversion is accurate far beyond the physical accuracy of these thicknesses.
